**Pseudo-hydrogen charges from state counting and slab fields**

A cut bond on an atom with $m$ valence $s$ and $p$ electrons is closed by a pseudo-hydrogen of nuclear charge $Z=(8-m)/4$. The program diagonalizes an $sp^3$ tight-binding model with round InSb-like parameters for seven clusters and counts the states below the bulk midgap energy. It asserts that these counts give $Z=1.25$ and $0.75$ for $m=3$ and $5$, and that the count survives spin-orbit coupling in one cluster. It also asserts that ordinary hydrogen passes the total count when equal numbers of In and Sb bonds are cut, and fails when only In bonds are cut. For a polar (111) slab it compares the face charge obtained from the wave functions with $Z-(8-m)/4$, in units of $e$, for three pairs of caps; the output agrees to about $0.0001\,e$. Ordinary hydrogen leaves a quarter charge per surface cell, equivalent to a screened field of 14.6 MV/cm before any charge moves between the faces. A field scan asserts that the zone-centre gap of a 12-bilayer slab closes below this field, and that a 20-bilayer slab closes at a lower field still.

## Verification by program

```python
# RESULT UNDER TEST: a cut bond on an atom of valence m in a tetrahedral
# semiconductor is passivated by a pseudo-hydrogen of charge Z = (8 - m)/4.
# Total electron count fixes both charges only if clusters of different shape
# are considered; in a polar (111) slab a wrong Z leaves a face charge
# Z - (8 - m)/4 (units of e) and hence a macroscopic interior field.
# Model: sp3 nearest-neighbour tight binding with round InSb-like parameters.
# Symbols: m valence (s and p electrons), Z pseudo-hydrogen charge,
# a lattice constant, d bond length, A area of the (111) surface cell.
# Energies in eV, lengths in nm, bond vectors in units of a/4.
import numpy as np
from scipy import constants as const

# ---------- model parameters ----------
LEVELS = {"In": (-10.0, -4.0), "Sb": (-15.0, -7.0)}   # s and p levels
VSS, VSP, VPPS, VPPP = -1.2, 1.4, 2.2, -0.6           # hopping energies
VH_SS, VH_SP = -2.5, 2.5                              # hydrogen hopping
SPLIT = {"In": 0.4, "Sb": 0.8}                        # atomic p spin-orbit
VALENCE = {"In": 3, "Sb": 5}
BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
# rough material values for InSb
a_nm, eps_r, gap_rough = 0.648, 17.0, 0.17
mass_e, mass_h, breakdown_MVcm, temperature = 0.014, 0.4, 0.001, 300.0


def hydrogen_level(charge):
    """Hydrogen s level, deeper for larger nuclear charge."""
    return -7.25 - 7.0 * (charge - 1.0)


def onsite(kind):
    s_level, p_level = LEVELS[kind]
    return [s_level, p_level, p_level, p_level]


def hop(vector):
    """4x4 block, first atom to second atom along vector."""
    u = np.asarray(vector, float)
    u = u / np.linalg.norm(u)
    block = np.zeros((4, 4))
    block[0, 0] = VSS
    block[0, 1:] = VSP * u
    block[1:, 0] = -VSP * u
    block[1:, 1:] = (VPPS - VPPP) * np.outer(u, u) + VPPP * np.eye(3)
    return block


def hop_hydrogen(vector):
    """Coupling of the four atomic orbitals to a hydrogen s orbital."""
    u = np.asarray(vector, float)
    u = u / np.linalg.norm(u)
    return np.concatenate(([VH_SS], -VH_SP * u))


# spin-orbit operator L.sigma on (s, px, py, pz) x spin
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]), np.array([[1, 0], [0, -1]], complex)]
l_dot_sigma = np.zeros((8, 8), complex)
for axis in range(3):
    i, j = (axis + 1) % 3, (axis + 2) % 3
    ang = np.zeros((4, 4), complex)
    ang[1 + i, 1 + j], ang[1 + j, 1 + i] = -1j, 1j
    l_dot_sigma += np.kron(ang, pauli[axis])


# ---------- bulk bands and midgap energy ----------
def bulk_matrix(k):
    """k in units of 2 pi / a."""
    h = np.zeros((8, 8), complex)
    h[:4, 4:] = sum(np.exp(2j * np.pi * (k @ t) / 4) * hop(t) for t in BONDS)
    return h + h.conj().T + np.diag(onsite("In") + onsite("Sb"))


recip = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]], float)
grid = np.arange(8) / 8.0
bands = np.array([np.linalg.eigvalsh(bulk_matrix(np.array([x, y, z]) @ recip))
                  for x in grid for y in grid for z in grid])
top_valence, bottom_conduction = bands[:, 3].max(), bands[:, 4].min()
bulk_gap = bottom_conduction - top_valence
midgap = 0.5 * (top_valence + bottom_conduction)
assert bulk_gap > 0.1

h_spin = np.kron(bulk_matrix(np.zeros(3)), np.eye(2))
h_spin[:8, :8] += SPLIT["In"] / 3 * l_dot_sigma
h_spin[8:, 8:] += SPLIT["Sb"] / 3 * l_dot_sigma
e_spin = np.linalg.eigvalsh(h_spin)
gap_spin = e_spin[8] - e_spin[7]
split_spin = e_spin[7] - e_spin[3]
midgap_spin = 0.5 * (e_spin[8] + e_spin[7])
assert gap_spin > 0.05


# ---------- clusters: count states below midgap ----------
def cluster(center, radius):
    """Atoms inside a sphere, a hydrogen on each cut bond, and H matrix."""
    atoms = {}
    span = range(-4, 5)
    for x in span:
        for y in span:
            for z in span:
                if (x + y + z) % 2 == 0:
                    base = 2 * np.array([x, y, z])
                    for kind, site in (("In", base), ("Sb", base + 1)):
                        if np.linalg.norm(site - center) < radius:
                            atoms[tuple(int(c) for c in site)] = kind
    sites = list(atoms)
    index = {site: 4 * n for n, site in enumerate(sites)}
    cut = []
    for site in sites:
        sign = 1 if atoms[site] == "In" else -1
        for t in BONDS:
            other = tuple(int(c) for c in np.array(site) + sign * t)
            if other not in atoms:
                cut.append((site, sign * t))
    size = 4 * len(sites) + len(cut)
    h = np.zeros((size, size))
    for site in sites:
        if atoms[site] == "In":
            for t in BONDS:
                other = tuple(int(c) for c in np.array(site) + t)
                if other in atoms:
                    p, q = index[site], index[other]
                    h[p:p + 4, q:q + 4] = hop(t)
    for n, (site, vector) in enumerate(cut):
        p = index[site]
        h[p:p + 4, 4 * len(sites) + n] = hop_hydrogen(vector)
    diagonal = []
    for site in sites:
        diagonal += onsite(atoms[site])
    # one common level: the charges to be found are not put in
    diagonal += [hydrogen_level(1.0)] * len(cut)
    h = h + h.T + np.diag(diagonal)
    kinds = [atoms[s] for s in sites]
    cut_kinds = [atoms[s] for s, _ in cut]
    return h, kinds, cut_kinds


in_center, sb_center, bond_center = np.zeros(3), np.ones(3), np.full(3, 0.5)
cases = [("In-centred", in_center, 3.0), ("In-centred", in_center, 3.5),
         ("In-centred", in_center, 4.5), ("Sb-centred", sb_center, 3.0),
         ("Sb-centred", sb_center, 3.5), ("Sb-centred", sb_center, 4.5),
         ("bond-centred", bond_center, 3.6)]
rows = []
for name, center, radius in cases:
    h, kinds, cut_kinds = cluster(center, radius)
    energy = np.linalg.eigvalsh(h)
    filled = int(np.sum(energy < midgap))
    rows.append((name, kinds.count("In"), kinds.count("Sb"),
                 cut_kinds.count("In"), cut_kinds.count("Sb"), filled,
                 energy[filled] - energy[filled - 1]))
cuts = np.array([[r[3], r[4]] for r in rows], float)
assert np.linalg.matrix_rank(cuts) == 2
solved = {}
for m_c, m_a in ((3, 5), (2, 6), (4, 4)):
    missing = np.array([2 * r[5] - m_c * r[1] - m_a * r[2] for r in rows], float)
    z_pair = np.linalg.lstsq(cuts, missing, rcond=None)[0]
    assert np.allclose(cuts @ z_pair, missing, atol=1e-8)
    assert np.allclose(z_pair, [(8 - m_c) / 4, (8 - m_a) / 4], atol=1e-9)
    solved[(m_c, m_a)] = z_pair

# equal numbers of cut bonds: ordinary hydrogen passes the total count
last = rows[-1]
assert last[3] == last[4]
assert 2 * last[5] == 3 * last[1] + 5 * last[2] + last[3] + last[4]
# only In bonds cut: ordinary hydrogen fails it
first = rows[0]
assert first[4] == 0
electron_shortage = 2 * first[5] - (3 * first[1] + 5 * first[2] + first[3])
assert electron_shortage > 0

# the count with spin-orbit coupling
h, kinds, cut_kinds = cluster(in_center, 3.5)
h_full = np.kron(h, np.eye(2)).astype(complex)
for n, kind in enumerate(kinds):
    h_full[8 * n:8 * n + 8, 8 * n:8 * n + 8] += SPLIT[kind] / 3 * l_dot_sigma
filled_spin = int(np.sum(np.linalg.eigvalsh(h_full) < midgap_spin))
assert filled_spin == 2 * rows[1][5]

# ---------- polar (111) slab: Sb face at bottom, In face at top ----------
d_nm = np.sqrt(3) * a_nm / 4
period_nm = 4 * d_nm / 3
area_nm2 = np.sqrt(3) * a_nm**2 / 4
hydrogen_bond_nm = 0.17
plane_vectors = np.array([BONDS[1] - BONDS[2], BONDS[1] - BONDS[3]], float)
dual = 2 * np.pi * np.linalg.pinv(plane_vectors)


def slab_matrix(n, k, z_in, z_sb):
    size = 8 * n + 2
    h = np.zeros((size, size), complex)
    slanted = sum(np.exp(1j * (k @ t)) * hop(t) for t in BONDS[1:])
    for j in range(n):
        sb, ind = 1 + 8 * j, 5 + 8 * j
        h[ind:ind + 4, sb:sb + 4] = slanted
        if j + 1 < n:
            h[ind:ind + 4, sb + 8:sb + 12] = hop(BONDS[0])
    h[1:5, 0] = hop_hydrogen(-BONDS[0])
    h[size - 5:size - 1, size - 1] = hop_hydrogen(BONDS[0])
    diagonal = ([hydrogen_level(z_sb)] + (onsite("Sb") + onsite("In")) * n
                + [hydrogen_level(z_in)])
    return h + h.conj().T + np.diag(diagonal)


def face_charge(n, z_in, z_sb, mesh=10):
    """Period-averaged interior field times eps0*A/e, from plane charges."""
    owner = np.concatenate(([0], np.repeat(np.arange(1, 2 * n + 1), 4),
                            [2 * n + 1]))
    electrons = np.zeros(2 * n + 2)
    counts = set()
    for x in (np.arange(mesh) + 0.5) / mesh:
        for y in (np.arange(mesh) + 0.5) / mesh:
            e, c = np.linalg.eigh(slab_matrix(n, dual @ np.array([x, y]),
                                              z_in, z_sb))
            filled = int(np.sum(e < midgap))
            counts.add(filled)
            weight = 2 * np.sum(np.abs(c[:, :filled])**2, axis=1)
            electrons += np.bincount(owner, weights=weight) / mesh**2
    assert len(counts) == 1
    cores = np.array([z_sb] + [5, 3] * n + [z_in], float)
    charge = cores - electrons
    assert abs(charge.sum()) < 1e-8
    below = np.cumsum(charge)
    j = n // 2
    # field is constant between planes; spacings are d/3 and d
    average = 0.25 * below[1 + 2 * j] + 0.75 * below[2 + 2 * j]
    return average, charge[2 + 2 * j]


n_slab = 16
slab_results = []
for z_in, z_sb in ((1.25, 0.75), (1.0, 1.0), (1.5, 0.5)):
    average, in_charge = face_charge(n_slab, z_in, z_sb)
    predicted = z_sb - (8 - VALENCE["Sb"]) / 4
    # tolerance: exponentially small tails of finite slab and k mesh
    assert abs(average - predicted) < 0.005, (z_in, z_sb, average, predicted)
    slab_results.append((z_in, z_sb, average, predicted, in_charge))

# ---------- field left by ordinary hydrogen, and gap closure ----------
residual = 1.0 - (8 - VALENCE["Sb"]) / 4
bare_field = residual * const.e / (area_nm2 * 1e-18 * const.epsilon_0) * 1e-9
field = bare_field / eps_r                       # V/nm


def closing_field(n):
    """Smallest scanned field (V/nm) with zero gap at the zone centre."""
    base = slab_matrix(n, np.zeros(3), 1.0, 1.0).real
    z = [-hydrogen_bond_nm]
    for j in range(n):
        z += [j * period_nm] * 4 + [j * period_nm + d_nm / 3] * 4
    z.append((n - 1) * period_nm + d_nm / 3 + hydrogen_bond_nm)
    z = np.array(z) - np.mean(z)
    e0 = np.linalg.eigvalsh(base)
    filled = int(np.sum(e0 < midgap))
    gap0 = e0[filled] - e0[filled - 1]
    for fraction in np.arange(1, 401) / 400:
        e = np.linalg.eigvalsh(base + np.diag(fraction * field * z))
        if e[filled] - e[filled - 1] < 1e-6:
            return gap0, fraction * field
    return gap0, np.inf


closures = [(n,) + closing_field(n) for n in (12, 20)]
assert closures[0][1] > 0.1 and closures[1][1] > 0.1
assert closures[0][2] < field
assert closures[1][2] < closures[0][2]

# ---------- size of neglected effects ----------
gap_J = gap_rough * const.e
tunnel_exponent = (np.pi * np.sqrt(mass_e * const.m_e) * gap_J**1.5
                   / (2 * np.sqrt(2) * const.e * const.hbar * field * 1e9))
kT = const.k * temperature


def band_density(mass):
    return 2 * (mass * const.m_e * kT / (2 * np.pi * const.hbar**2))**1.5


n_intrinsic = (np.sqrt(band_density(mass_e) * band_density(mass_h))
               * np.exp(-gap_J / (2 * kT)) * 1e-6)
thickness = n_slab * period_nm
sheet_thermal = n_intrinsic * thickness * 1e-7
sheet_residual = residual / area_nm2 * 1e14

# ---------- output ----------
print("Model levels s,p (eV): In", LEVELS["In"], " Sb", LEVELS["Sb"])
print("Hoppings ss, sp, pp-sigma, pp-pi (eV):", VSS, VSP, VPPS, VPPP)
print("Hydrogen hoppings ss, sp (eV):", VH_SS, VH_SP)
print(f"Hydrogen level at Z = 1: {hydrogen_level(1.0):.2f} eV")
print(f"Bulk model gap, no spin-orbit: {bulk_gap:.3f} eV")
print(f"Bulk midgap energy: {midgap:.3f} eV")
print("Clusters: In, Sb atoms; cut In, Sb bonds; filled states; gap")
for r in rows:
    print(f"  {r[0]}: {r[1]}, {r[2]}; {r[3]}, {r[4]}; {r[5]}; {r[6]:.2f} eV")
for (m_c, m_a), z_pair in solved.items():
    print(f"Solved Z for m = {m_c}, {m_a}: {z_pair[0]:.4f}, {z_pair[1]:.4f}")
print(f"First cluster, Z = 1: electrons short by {electron_shortage}")
print(f"Spin-orbit: filled spin states, second cluster: {filled_spin}")
print(f"Slab of {n_slab} bilayers, thickness {thickness:.2f} nm")
print("Slab: Z(In), Z(Sb); Sb-face charge computed, predicted (e)")
for r in slab_results:
    print(f"  {r[0]:.2f}, {r[1]:.2f}; {r[2]:+.4f}, {r[3]:+.4f}")
print(f"Interior In plane charge, correct Z: {slab_results[0][4]:+.3f} e")
print(f"Rough InSb: a = {a_nm} nm, eps_r = {eps_r:.0f}, gap = {gap_rough} eV")
print(f"Bond length: {d_nm:.4f} nm; bilayer period: {period_nm:.4f} nm")
print(f"Surface cell area: {area_nm2:.4f} nm^2")
print(f"Unscreened field for Z = 1: {bare_field * 10:.1f} MV/cm")
print(f"Screened field for Z = 1: {field * 10:.2f} MV/cm")
print(f"Potential drop per bilayer: {field * period_nm:.3f} V")
print(f"Length over which drop equals rough gap: {gap_rough / field:.3f} nm")
for n, gap0, critical in closures:
    print(f"{n} bilayers ({n * period_nm:.2f} nm): zero-field gap {gap0:.3f} eV,"
          f" closes at {critical * 10:.2f} MV/cm")
print(f"Spin-orbit splitting at zone centre: {split_spin:.3f} eV")
print(f"Bulk model gap with spin-orbit: {gap_spin:.3f} eV")
print(f"Rough breakdown field: {breakdown_MVcm} MV/cm")
print(f"Screened field / breakdown: {field * 10 / breakdown_MVcm:.1e}")
print(f"Rough masses: electron {mass_e}, hole {mass_h} (free-electron masses)")
print(f"Interband tunnelling exponent: {tunnel_exponent:.3f}")
print(f"Intrinsic density at {temperature:.0f} K: {n_intrinsic:.1e} cm^-3")
print(f"Thermal sheet density in slab: {sheet_thermal:.1e} cm^-2")
print(f"Residual face charge density, Z = 1: {sheet_residual:.2e} e/cm^2")
print("ALL CHECKS PASSED")
```

Printed output:

```
Model levels s,p (eV): In (-10.0, -4.0)  Sb (-15.0, -7.0)
Hoppings ss, sp, pp-sigma, pp-pi (eV): -1.2 1.4 2.2 -0.6
Hydrogen hoppings ss, sp (eV): -2.5 2.5
Hydrogen level at Z = 1: -7.25 eV
Bulk model gap, no spin-orbit: 0.419 eV
Bulk midgap energy: -7.297 eV
Clusters: In, Sb atoms; cut In, Sb bonds; filled states; gap
  In-centred: 13, 4; 36, 0; 52; 2.75 eV
  In-centred: 13, 16; 12, 24; 76; 2.52 eV
  In-centred: 19, 28; 12, 48; 124; 2.08 eV
  Sb-centred: 4, 13; 0, 36; 52; 2.76 eV
  Sb-centred: 16, 13; 24, 12; 76; 2.32 eV
  Sb-centred: 28, 19; 48, 12; 124; 2.19 eV
  bond-centred: 16, 16; 21, 21; 85; 2.28 eV
Solved Z for m = 3, 5: 1.2500, 0.7500
Solved Z for m = 2, 6: 1.5000, 0.5000
Solved Z for m = 4, 4: 1.0000, 1.0000
First cluster, Z = 1: electrons short by 9
Spin-orbit: filled spin states, second cluster: 152
Slab of 16 bilayers, thickness 5.99 nm
Slab: Z(In), Z(Sb); Sb-face charge computed, predicted (e)
  1.25, 0.75; +0.0000, +0.0000
  1.00, 1.00; +0.2500, +0.2500
  1.50, 0.50; -0.2499, -0.2500
Interior In plane charge, correct Z: +0.382 e
Rough InSb: a = 0.648 nm, eps_r = 17, gap = 0.17 eV
Bond length: 0.2806 nm; bilayer period: 0.3741 nm
Surface cell area: 0.1818 nm^2
Unscreened field for Z = 1: 248.8 MV/cm
Screened field for Z = 1: 14.64 MV/cm
Potential drop per bilayer: 0.548 V
Length over which drop equals rough gap: 0.116 nm
12 bilayers (4.49 nm): zero-field gap 0.552 eV, closes at 2.71 MV/cm
20 bilayers (7.48 nm): zero-field gap 0.482 eV, closes at 1.24 MV/cm
Spin-orbit splitting at zone centre: 0.751 eV
Bulk model gap with spin-orbit: 0.170 eV
Rough breakdown field: 0.001 MV/cm
Screened field / breakdown: 1.5e+04
Rough masses: electron 0.014, hole 0.4 (free-electron masses)
Interband tunnelling exponent: 0.023
Intrinsic density at 300 K: 1.9e+16 cm^-3
Thermal sheet density in slab: 1.1e+10 cm^-2
Residual face charge density, Z = 1: 1.37e+14 e/cm^2
ALL CHECKS PASSED
```
